# Recursive Green functions for a disordered strip and their computational cost: test program

```python
"""Recursive Green functions for a disordered two-dimensional strip.

Result under test: for N slices of M sites the recursion
    g_n = (E - H_n - t^2 g_(n-1))^-1,   G_n1 = -t g_n G_(n-1)1
gives the exact Landauer transmission T = Tr[Gamma_R G_N1 Gamma_L G_N1^+]
and costs (2N-1) M^3 complex multiplications and divisions.
Symbols: t = 1 hopping strength (energy unit), E energy, H_n slice Hamiltonian,
W full width of the uniform site disorder, Gamma = i(Sigma - Sigma^+) with
Sigma the lead self-energy. Conductance is (2e^2/h) T.
"""
import os
os.environ["OMP_NUM_THREADS"] = "1"
os.environ["OPENBLAS_NUM_THREADS"] = "1"
import time
import numpy as np
from scipy.constants import e as charge, h as planck


def slice_hopping(width):
    return -(np.eye(width, k=1) + np.eye(width, k=-1))


def lead_self_energy(energy, width):
    """Self-energy of a clean semi-infinite lead and its open channel count."""
    m = np.arange(1, width + 1)
    modes = np.sqrt(2 / (width + 1)) * np.sin(np.pi * np.outer(m, m) / (width + 1))
    x = energy + 2 * np.cos(np.pi * m / (width + 1))
    is_open = np.abs(x) < 2
    propagating = (x - 1j * np.sqrt(np.maximum(4 - x**2, 0))) / 2
    decaying = (x - np.sign(x) * np.sqrt(np.maximum(x**2 - 4, 0))) / 2
    surface = np.where(is_open, propagating, decaying)
    return (modes * surface) @ modes.T, int(is_open.sum())


def recursive_green(energy, onsite, sigma_left, sigma_right,
                    invert=np.linalg.inv, multiply=np.matmul):
    """Return the blocks G_NN and G_N1 of the strip joined to its leads."""
    length, width = onsite.shape
    clean = energy * np.eye(width) - slice_hopping(width)
    left_part, column = sigma_left, None
    for n in range(length):
        matrix = clean - np.diag(onsite[n]) - left_part
        if n == length - 1:
            matrix = matrix - sigma_right
        green = invert(matrix)
        column = green if column is None else -multiply(green, column)
        left_part = green
    return green, column


def transmission(energy, onsite):
    sigma, _ = lead_self_energy(energy, onsite.shape[1])
    _, column = recursive_green(energy, onsite, sigma, sigma)
    gamma = 1j * (sigma - sigma.conj().T)
    return np.trace(gamma @ column @ gamma @ column.conj().T).real


def wave_matching(energy, onsite):
    """Total transmission and reflection from the Schroedinger equation with
    explicit outgoing amplitudes in both leads; no Green function is used."""
    length, width = onsite.shape
    levels, modes = np.linalg.eigh(slice_hopping(width))
    factor = np.empty(width, complex)
    for m, level in enumerate(levels):
        roots = np.roots([1, energy - level, 1]).astype(complex)
        if abs(energy - level) < 2:
            factor[m] = roots[np.argmax(roots.imag)]
        else:
            factor[m] = roots[np.argmin(np.abs(roots))]
    is_open = np.abs(energy - levels) < 2
    speed = 2 * factor.imag
    clean = energy * np.eye(width) - slice_hopping(width)
    unit = np.eye(width)
    size = (length + 2) * width
    system = np.zeros((size, size), complex)
    source = np.zeros((size, width), complex)

    def block(i):
        return slice(i * width, (i + 1) * width)

    outgoing = clean @ modes + modes * factor
    system[block(0), block(0)] = outgoing
    system[block(0), block(1)] = unit
    system[block(length + 1), block(length + 1)] = outgoing
    system[block(length + 1), block(length)] = unit
    for n in range(1, length + 1):
        system[block(n), block(n)] = clean - np.diag(onsite[n - 1])
        system[block(n), block(n - 1)] = modes if n == 1 else unit
        system[block(n), block(n + 1)] = modes if n == length else unit
    source[block(0)] = -(clean @ modes + modes / factor)
    source[block(1)] = -modes
    amplitudes = np.linalg.solve(system, source[:, is_open])
    weight = speed[is_open][:, None] / speed[is_open][None, :]
    reflected = amplitudes[block(0)][is_open]
    passed = amplitudes[block(length + 1)][is_open]
    return (np.sum(weight * np.abs(passed)**2),
            np.sum(weight * np.abs(reflected)**2))


class Counted:
    """Complex number that registers each multiplication or division."""
    operations = 0

    def __init__(self, value):
        self.value = value

    @staticmethod
    def plain(other):
        return other.value if isinstance(other, Counted) else other

    def __add__(self, other):
        return Counted(self.value + Counted.plain(other))

    def __sub__(self, other):
        return Counted(self.value - Counted.plain(other))

    def __rsub__(self, other):
        return Counted(other - self.value)

    def __neg__(self):
        return Counted(-self.value)

    def __mul__(self, other):
        Counted.operations += 1
        return Counted(self.value * Counted.plain(other))

    def __rtruediv__(self, other):
        Counted.operations += 1
        return Counted(other / self.value)


to_counted = np.frompyfunc(Counted, 1, 1)


def to_plain(array):
    return np.array([[entry.value for entry in row] for row in array], complex)


def gauss_jordan(matrix):
    a = matrix.copy()
    for p in range(len(a)):
        rest = [i for i in range(len(a)) if i != p]
        inverse_pivot = 1 / a[p, p]
        row = a[p, rest] * inverse_pivot
        col = a[rest, p].copy()
        grid = np.ix_(rest, rest)
        a[grid] = a[grid] - col[:, None] * row[None, :]
        a[p, rest] = row
        a[rest, p] = -(col * inverse_pivot)
        a[p, p] = inverse_pivot
    return a


def schoolbook_product(a, b):
    total = a[:, 0][:, None] * b[0][None, :]
    for k in range(1, len(b)):
        total = total + a[:, k][:, None] * b[k][None, :]
    return total


def full_matrix(energy, onsite, sigma):
    length, width = onsite.shape
    hamiltonian = (np.kron(np.eye(length), slice_hopping(width))
                   + np.kron(slice_hopping(length), np.eye(width))
                   + np.diag(onsite.ravel())).astype(complex)
    hamiltonian[:width, :width] += sigma
    hamiltonian[-width:, -width:] += sigma
    return energy * np.eye(length * width) - hamiltonian


rng = np.random.default_rng(7)
energy = -0.5

# Blocks and transmission against two direct solutions of the whole strip
width, length, disorder = 6, 12, 2.0
onsite = disorder * (rng.random((length, width)) - 0.5)
sigma, channels = lead_self_energy(energy, width)
assert 0 < channels < width
last, column = recursive_green(energy, onsite, sigma, sigma)
whole = np.linalg.inv(full_matrix(energy, onsite, sigma))
block_error = max(np.abs(last - whole[-width:, -width:]).max(),
                  np.abs(column - whole[-width:, :width]).max())
assert block_error < 1e-9
t_recursive = transmission(energy, onsite)
t_matched, r_matched = wave_matching(energy, onsite)
assert abs(t_recursive - t_matched) < 1e-9
assert abs(t_matched + r_matched - channels) < 1e-9
print(f"Test strip: M = {width}, N = {length}, W = {disorder} t, E = {energy} t")
print(f"  open channels: {channels} of {width}")
print(f"  largest block error against full inversion: {block_error:.1e} 1/t")
print(f"  T by recursion: {t_recursive:.8f}")
print(f"  T by wave matching: {t_matched:.8f}")
print(f"  R by wave matching: {r_matched:.8f}")

# A clean strip transmits every open channel perfectly
t_clean = transmission(energy, np.zeros((30, width)))
assert abs(t_clean - channels) < 1e-9
print(f"Clean strip, M = {width}, N = 30: T = {t_clean:.8f}")

# A long localized strip gives the same tiny T when swept from either end
long_onsite = 4.0 * (rng.random((400, width)) - 0.5)
t_forward = transmission(energy, long_onsite)
t_backward = transmission(energy, long_onsite[::-1])
assert 0 < t_forward < 1e-6
assert abs(t_forward / t_backward - 1) < 1e-6
print(f"Localized strip, M = {width}, N = 400, W = 4 t:")
print(f"  T swept from left: {t_forward:.6e}, from right: {t_backward:.6e}")

# Chain of two sites that can be followed by hand
chain = np.array([[0.5], [-0.3]])
sigma_chain, _ = lead_self_energy(0.0, 1)
first, _ = recursive_green(0.0, chain[:1], sigma_chain, np.zeros((1, 1)))
end, across = recursive_green(0.0, chain, sigma_chain, sigma_chain)
t_chain = transmission(0.0, chain)
assert abs(t_chain - wave_matching(0.0, chain)[0]) < 1e-10
print("Two-site chain: E = 0, site energies "
      f"{chain[0, 0]} t and {chain[1, 0]} t")
print(f"  Sigma = {sigma_chain[0, 0]:.6f} t")
print(f"  g_1 = {first[0, 0]:.6f} 1/t")
print(f"  G_22 = {end[0, 0]:.6f} 1/t")
print(f"  G_21 = {across[0, 0]:.6f} 1/t")
print(f"  T = {t_chain:.6f}")

# Operations actually executed, compared with the derived count
print("Executed multiplications and divisions in the sweep:")
for width, length in [(3, 4), (6, 4), (12, 4), (6, 8), (6, 16)]:
    onsite = 2.0 * (rng.random((length, width)) - 0.5)
    sigma, _ = lead_self_energy(energy, width)
    Counted.operations = 0
    _, counted_column = recursive_green(energy, onsite, to_counted(sigma), sigma,
                                        gauss_jordan, schoolbook_product)
    executed = Counted.operations
    _, column = recursive_green(energy, onsite, sigma, sigma)
    assert np.abs(to_plain(counted_column) - column).max() < 1e-7
    assert executed == (2 * length - 1) * width**3
    print(f"  M = {width}, N = {length}: {executed}")

width, length = 4, 6
onsite = 2.0 * (rng.random((length, width)) - 0.5)
sigma, _ = lead_self_energy(energy, width)
Counted.operations = 0
recursive_green(energy, onsite, to_counted(sigma), sigma,
                gauss_jordan, schoolbook_product)
sweep_operations = Counted.operations
Counted.operations = 0
gauss_jordan(to_counted(full_matrix(energy, onsite, sigma)))
whole_operations = Counted.operations
assert whole_operations == (length * width)**3
print(f"M = {width}, N = {length}: sweep {sweep_operations}, "
      f"whole-strip inversion {whole_operations} operations")


# Processor time of the library version; bounds are loose because timings
# fluctuate and small matrices run less efficiently than large ones
def sweep_time(width, length):
    onsite = rng.random((length, width)) - 0.5
    sigma, _ = lead_self_energy(energy, width)
    times = []
    for _ in range(3):
        start = time.process_time()
        recursive_green(energy, onsite, sigma, sigma)
        times.append(time.process_time() - start)
    return min(times)


lengths = [50, 100, 200]
length_times = [sweep_time(80, n) for n in lengths]
length_power = np.log(length_times[-1] / length_times[0]) / np.log(4)
print("Processor time, M = 80:")
for n, seconds in zip(lengths, length_times):
    print(f"  N = {n}: {1e3 * seconds:.1f} ms")
print(f"  power of N from first to last: {length_power:.2f}")
assert 0.75 < length_power < 1.25
widths = [120, 240, 480]
width_times = [sweep_time(m, 4) for m in widths]
width_power = np.log(width_times[-1] / width_times[-2]) / np.log(2)
print("Processor time, N = 4:")
for m, seconds in zip(widths, width_times):
    print(f"  M = {m}: {1e3 * seconds:.1f} ms")
print(f"  power of M from the last two: {width_power:.2f}")
assert 2.2 < width_power < 3.6

# Worked example: average transmission and resistance against length
width, disorder, samples = 20, 1.0, 60
_, channels = lead_self_energy(energy, width)
resistance_unit = planck / (2 * charge**2) / 1e3
print(f"Example: M = {width}, W = {disorder} t, E = {energy} t, "
      f"{samples} samples, {channels} open channels")
print(f"  h/(2e^2) = {resistance_unit:.6f} kOhm, "
      f"contact resistance = {resistance_unit / channels:.4f} kOhm")
previous = None
for length in [20, 40, 80, 160]:
    values = np.array([transmission(energy, disorder * (rng.random((length, width)) - 0.5))
                       for _ in range(samples)])
    mean, error = values.mean(), values.std(ddof=1) / np.sqrt(samples)
    assert 0 < values.min() and values.max() < channels
    if previous is not None:
        assert previous[0] - mean > 3 * np.hypot(previous[1], error)
    previous = (mean, error)
    print(f"  N = {length}: mean T = {mean:.3f}, standard error {error:.3f}, "
          f"resistance = {resistance_unit / mean:.3f} kOhm")
print(f"  operations at N = {length}: sweep {(2 * length - 1) * width**3:.3e}, "
      f"whole-strip inversion {float(length * width)**3:.3e}")

print("ALL CHECKS PASSED")
```

It prints:

```
Test strip: M = 6, N = 12, W = 2.0 t, E = -0.5 t
  open channels: 5 of 6
  largest block error against full inversion: 4.1e-16 1/t
  T by recursion: 2.31366210
  T by wave matching: 2.31366210
  R by wave matching: 2.68633790
Clean strip, M = 6, N = 30: T = 5.00000000
Localized strip, M = 6, N = 400, W = 4 t:
  T swept from left: 5.219331e-33, from right: 5.219331e-33
Two-site chain: E = 0, site energies 0.5 t and -0.3 t
  Sigma = 0.000000-1.000000j t
  g_1 = -0.400000-0.800000j 1/t
  G_22 = 0.187668-0.482574j 1/t
  G_21 = 0.461126-0.042895j 1/t
  T = 0.857909
Executed multiplications and divisions in the sweep:
  M = 3, N = 4: 189
  M = 6, N = 4: 1512
  M = 12, N = 4: 12096
  M = 6, N = 8: 3240
  M = 6, N = 16: 6696
M = 4, N = 6: sweep 704, whole-strip inversion 13824 operations
Processor time, M = 80:
  N = 50: 42.5 ms
  N = 100: 91.4 ms
  N = 200: 171.9 ms
  power of N from first to last: 1.01
Processor time, N = 4:
  M = 120: 10.8 ms
  M = 240: 57.0 ms
  M = 480: 342.3 ms
  power of M from the last two: 2.59
Example: M = 20, W = 1.0 t, E = -0.5 t, 60 samples, 16 open channels
  h/(2e^2) = 12.906404 kOhm, contact resistance = 0.8067 kOhm
  N = 20: mean T = 9.701, standard error 0.052, resistance = 1.330 kOhm
  N = 40: mean T = 6.998, standard error 0.054, resistance = 1.844 kOhm
  N = 80: mean T = 4.451, standard error 0.047, resistance = 2.900 kOhm
  N = 160: mean T = 2.543, standard error 0.043, resistance = 5.074 kOhm
  operations at N = 160: sweep 2.552e+06, whole-strip inversion 3.277e+10
ALL CHECKS PASSED
```
